# Polarisability of a one-dimensional electron gas and its 2k_F singularity

## The form of the answer

Electrons of mass $m$ move along a line with energy $\varepsilon_k=\hbar^2k^2/2m$. They fill the states $|k|<k_F$ in each of $g$ equivalent spin and valley species. A weak static potential energy $U(q)$ of wave vector $q$ induces a density per unit length

$$\delta n(q)=-\Pi(q)\,U(q).$$

The minus sign makes $\Pi$ positive when electrons gather where $U$ is low. The units of $\Pi$ are 1/(energy × length). The available quantities are $\hbar$, $m$, $k_F$ and $q$, and $m/\hbar^2$ has units 1/(energy × length²). Independent species add, and reflection makes $q$ and $-q$ equivalent. Therefore

$$\Pi(q)=\frac{g\,m}{\hbar^2k_F}\,F\!\left(\frac{|q|}{2k_F}\right).$$

Dimensions do not fix $F$, but the Fermi points suggest its singularity. A wave vector $2k_F$ joins the two Fermi points, where the energy cost of a transfer vanishes linearly with the distance $p$ from the joining condition. The response sums the inverse cost, $\int dp/p$, to which every factor of two in $p$ contributes equally. Such an integral is a logarithm. From here on $q>0$.

## Theorem

**Assumptions.** The gas is infinite, clean and non-interacting, at $T=0$, in one parabolic subband. Its density is $n=g\,(2k_F)/(2\pi)=gk_F/\pi$. The potential varies slowly enough not to mix valleys.

**Statement.** With $v_F=\hbar k_F/m$ and $\Pi_0=g/(\pi\hbar v_F)=gm/(\pi\hbar^2k_F)$,

$$\Pi(q)=\frac{g\,m}{\pi\hbar^2q}\ln\left|\frac{q+2k_F}{q-2k_F}\right| ,\qquad
\frac{\Pi(q)}{\Pi_0}\simeq\frac12\ln\frac{4k_F}{|q-2k_F|}\quad(q\to2k_F).$$

### Lemma 1: the response sum

For a potential energy $U_q e^{iqx-i\omega t}$, switched on slowly,

$$\Pi(q,\omega)=g\int\frac{dk}{2\pi}\,\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k-\hbar z},\qquad z=\omega+i0 .$$

*Proof.* Before the perturbation the density matrix of one species is diagonal, with entries $f_k$. To first order in $U_q$, its element between $k+q$ and $k$ obeys

$$i\hbar\,\dot\rho_{k+q,k}=(\varepsilon_{k+q}-\varepsilon_k)\rho_{k+q,k}+U_q e^{-izt}(f_k-f_{k+q}).$$

The last term is the commutator of the potential with the diagonal matrix. Since $\rho_{k+q,k}$ varies as $e^{-izt}$, the left side is $\hbar z\,\rho_{k+q,k}$, and

$$\rho_{k+q,k}=-U_qe^{-izt}\,\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k-\hbar z}.$$

In a length $L$ the density amplitude is $(g/L)\sum_k\rho_{k+q,k}$. Replacing $\sum_k$ by $L\int dk/2\pi$ and comparing with $\delta n=-\Pi U$ proves the lemma. ∎

### Lemma 2: the occupied interval

Put $p=k+q/2$. Then $\varepsilon_{k+q}-\varepsilon_k=\hbar^2qp/m$. The occupation difference $f_{p-q/2}-f_{p+q/2}$ is odd in $p$. For $p>0$ it equals 1 when $p_-<p<p_+$ and 0 elsewhere, where

$$p_-=|k_F-q/2|,\qquad p_+=k_F+q/2 .$$

*Proof.* The energy difference is $(\hbar^2/2m)[(p+q/2)^2-(p-q/2)^2]=\hbar^2qp/m$. Because $f$ is even, $p\to-p$ exchanges the two occupations, so their difference is odd. Let $p>0$. The first state is filled for $q/2-k_F<p<q/2+k_F$, and the second for $p<k_F-q/2$. If $q<2k_F$, the second interval removes $0<p<k_F-q/2$ from the first. If $q>2k_F$, the second is empty and the first starts at $q/2-k_F$. Both cases give the stated interval. ∎

### Proof of the theorem

In the static case numerator and denominator are both odd in $p$, so the two signs of $p$ contribute equally:

$$\Pi(q)=\frac{g}{2\pi}\,\frac{m}{\hbar^2q}\;2\int_{p_-}^{p_+}\frac{dp}{p}
=\frac{gm}{\pi\hbar^2q}\ln\frac{k_F+q/2}{|k_F-q/2|}.$$

Multiplying both lengths in the logarithm by 2 gives the first statement. For $q\neq2k_F$ the point $p=0$ lies outside the interval, so no principal value is needed.

For the second, set $q=2k_F(1+\eta)$. Then $k_F/q=1/[2(1+\eta)]$ and

$$\frac{\Pi}{\Pi_0}=\frac{1}{2(1+\eta)}\ln\frac{2+\eta}{|\eta|}.$$

Let $\Lambda=\ln(2/|\eta|)$. Since $\ln(2+\eta)=\ln2+\eta/2+O(\eta^2)$ and $1/(1+\eta)=1-\eta+O(\eta^2)$,

$$\frac{\Pi}{\Pi_0}=\frac{\Lambda}{2}-\frac{\eta\Lambda}{2}+\frac{\eta}{4}+O(\eta^2\Lambda).$$

The first term is the stated logarithm, because $2/|\eta|=4k_F/|q-2k_F|$. ∎

**Remark 1: limits.** With $y=q/2k_F\ll1$, the expansion $\ln[(1+y)/(1-y)]=2(y+y^3/3+\dots)$ gives $\Pi/\Pi_0=1+y^2/3+\dots$. The limit $\Pi_0$ is the density of states at the Fermi energy: two Fermi points contribute $g/(2\pi\hbar v_F)$ each. For $q\gg2k_F$ the logarithm tends to $4k_F/q$, so $\Pi\to4mn/(\hbar^2q^2)$. The response is then weak because each transfer costs nearly the full kinetic energy $\hbar^2q^2/2m$.

**Remark 2: other bands.** Let $\varepsilon_k$ be smooth, even and increasing with $|k|$, with $v_F\neq0$. Lemma 2 still gives the interval. The denominator becomes $\varepsilon_{q/2+p}-\varepsilon_{q/2-p}=2p\,\varepsilon'_{q/2}+O(p^3)$. Near $2k_F$ the integral over small $p$ therefore gives

$$\Pi=\frac{g}{2\pi\hbar v_F}\ln\frac{1}{|q-2k_F|}+\dots=\frac{\Pi_0}{2}\ln\frac1{|q-2k_F|}+\dots$$

The omitted terms stay finite and include the constant that makes the logarithm's argument dimensionless. Band curvature changes that constant, while the coefficient depends on the band through $v_F$.

## Proposition 1: frequency

For the parabolic band, with $\omega_\pm=\hbar q|q\pm2k_F|/2m$,

$$\Pi(q,\omega)=\frac{gm}{2\pi\hbar^2q}\ln\frac{\omega_+^2-z^2}{\omega_-^2-z^2}.$$

*Proof.* Write $a=\hbar^2q/m$. Adding the terms at $p$ and $-p$ gives

$$\frac1{ap-\hbar z}+\frac1{ap+\hbar z}=\frac{2ap}{a^2p^2-\hbar^2z^2},$$

whose integral is $a^{-1}\ln(a^2p^2-\hbar^2z^2)$. At the ends $ap_\pm=\hbar\omega_\pm$. The prefactor $g/(2\pi a)$ completes the result. ∎

For $\omega_-<\omega<\omega_+$ the lower logarithm has a negative argument with an infinitesimal negative imaginary part. It contributes $-i\pi$, so $\mathrm{Im}\,\Pi=gm/(2\hbar^2q)$, independent of $\omega$. Outside that band, at positive $\omega$, the imaginary part vanishes.

The substitution $\hbar\omega=ap$ also turns the static integral $\int dp/p$ into $\int_{\omega_-}^{\omega_+}d\omega/\omega$. As $q\to0$ both limits vanish, but their ratio tends to 1. The logarithm then falls in proportion to $q$, which the prefactor $1/q$ compensates, and the response stays finite. At $q=2k_F$, in contrast, the lowest pair energy $\hbar\omega_-$ reaches zero while $\hbar\omega_+$ does not, so the static response diverges. At that wave vector a finite frequency cuts the divergence off: for $\omega\ll\omega_+$, $\mathrm{Re}\,\Pi/\Pi_0\simeq\frac12\ln(\omega_+/\omega)$, with $\hbar\omega_+=8E_F$ and $E_F=\hbar^2k_F^2/2m$.

## Proposition 2: real space

The kernel $\chi(x)=\int(dq/2\pi)\,\Pi(q)e^{iqx}$ is

$$\chi(x)=\Pi_0k_F\left[\frac\pi2-\mathrm{Si}(2k_F|x|)\right],\qquad \mathrm{Si}(y)=\int_0^y\frac{\sin t}{t}\,dt .$$

*Proof.* Differentiate the static formula at fixed $q$:

$$\frac{\partial\Pi}{\partial k_F}=\frac{gm}{\pi\hbar^2q}\left[\frac2{q+2k_F}+\frac2{q-2k_F}\right]=\frac{gm}{\pi\hbar^2}\,\frac4{q^2-4k_F^2}.$$

Here the poles are principal values, as follows from differentiating $\ln|q-2k_F|$. Put $b=2k_F$ and split $4/(q^2-b^2)=(2/b)[1/(q-b)-1/(q+b)]$. The principal-value integral of $e^{iqx}/(q-b)$ is $i\pi\,\mathrm{sgn}(x)e^{ibx}$, so the transform is

$$\frac1{2\pi}\,\frac2b\,i\pi\,\mathrm{sgn}(x)\,2i\sin(bx)=-\frac{\sin(2k_F|x|)}{k_F}.$$

Integration over the Fermi wave vector gives $\chi=(gm/\pi\hbar^2)[C-\mathrm{Si}(2k_F|x|)]$. By dimensions, $\hbar^2\chi/(gm)$ depends on $k_Fx$ alone, so $C$, which does not contain $k_F$, is a constant. Since $\Pi(q)$ is integrable, its transform vanishes as $|x|\to\infty$. Hence $C=\mathrm{Si}(\infty)=\pi/2$. Finally $gm/\pi\hbar^2=\Pi_0k_F$. ∎

One integration by parts gives the tail $\chi\simeq\Pi_0\cos(2k_F|x|)/(2|x|)$. These Friedel oscillations have period $\pi/k_F$. Their $1/|x|$ envelope is the real-space form of the logarithm: transforming back near $q=2k_F$ leaves $\frac12\Pi_0\int dx\,\cos[(q-2k_F)x]/x$ over positive $x$ from a few times $1/k_F$, where the tail form is a fair approximation. This grows as $\frac12\Pi_0\ln(1/|q-2k_F|)$.

## Proposition 3: what limits the peak

**Temperature.** If $q=2k_\mu$ with $\hbar^2k_\mu^2/2m=\mu$, and $k_BT\ll\mu$, then, with $\Pi_0$ taken at $k_\mu$,

$$\frac{\Pi}{\Pi_0}\simeq\frac12\ln\frac{8e^\gamma\mu}{\pi k_BT},\qquad\gamma=0.5772\ldots$$

*Proof.* A Fermi function is an average of step functions with edges $E$ and weight $-\partial f/\partial E$. As $\Pi$ is linear in the occupations, it is the same average of zero-temperature responses. Let $e=(E-\mu)/\mu$ and $s=\sqrt{1+e}$. The response with edge $E$, over $\Pi_0$, is

$$\frac12\ln\frac{1+s}{|1-s|}=\frac12\ln\frac{(1+s)^2}{|e|}=\frac12\ln\frac4{|e|}+\frac e4+O(e^2).$$

The linear term averages to zero. With $e=x\,k_BT/\mu$ the weight is $w(x)=1/[4\cosh^2(x/2)]$, and $\langle\ln|x|\rangle$ is needed. For $x>0$, $w=\sum_{j\ge1}(-1)^{j-1}j\,e^{-jx}$. Integrating term by term, and continuing to small $s'>0$,

$$\langle|x|^{s'}\rangle=2\Gamma(1+s')\,D(s'),\qquad D(s')=\sum_{j\ge1}(-1)^{j-1}j^{-s'} .$$

At $s'\to0$, $D\to\frac12$. Its derivative tends to the averaged sum $\ln2-\ln3+\ln4-\dots$. Wallis' product makes the partial sum ending at $\ln 2N$ tend to $\frac12\ln(\pi N)$. The next partial sum is lower by $\ln(2N+1)$, and their mean tends to $\frac12\ln(\pi/2)$. Since $\Gamma'(1)=-\gamma$, differentiation gives $\langle\ln|x|\rangle=\ln(\pi/2)-\gamma$. Substitution proves the result. ∎

**Finite length.** On a ring of length $L$, let each species fill $N$ consecutive orbitals symmetric about $k=0$, and let $q=2\pi N/L=2k_F$. The positive values of $p$ are $(2\pi/L)(j+\frac12)$ with $j=0,\dots,N-1$. Replacing $\int dp/p$ by the sum,

$$\frac{\Pi}{\Pi_0}=\frac12\sum_{j=0}^{N-1}\frac1{j+\frac12}\simeq\frac12(\ln N+\gamma+\ln4).$$

The last form follows from writing the sum as $2H_{2N}-H_N$, with $H_N\simeq\ln N+\gamma$.

**Scattering.** Suppose each averaged propagator decays as $e^{-|x|/2\ell}$, with $\ell$ taken at the Fermi energy, and neglect correlations between the two propagators in the response. Then $\chi$ acquires a factor $e^{-|x|/\ell}$, and $\Pi(q)$ is averaged over a Lorentzian of half-width $1/\ell$. Put the deviation from $2k_F$ equal to $\tan\theta/\ell$, with $\theta$ uniformly distributed. The mean of $\ln|\tan\theta|$ is zero, because $\theta\to\pi/2-\theta$ reverses its sign. The leading logarithm becomes $\frac12\ln(4k_F\ell)$ for $k_F\ell\gg1$. This is an estimate, which also omits localisation.

## A germanium wire

Take an n-type germanium wire along [110], with an 8 nm × 8 nm hard-wall section and sides along $[1\bar10]$ and [001]. Rough germanium values are longitudinal mass 1.6 and transverse mass 0.08, in free-electron masses, and relative permittivity 16.

Two of the four L valleys have their long axes perpendicular to the wire. Their motion along it has the transverse mass and does not mix with the confined motion. Diagonalising the anisotropic transverse kinetic energy in a sine basis puts their lowest edge at 61.2 meV and the next subband 28.7 meV higher. The other two valleys start 62.4 meV above the lowest edge. Both low valleys project onto the same wave vector along the wire, so abrupt walls can couple and split them. Any splitting $\Delta$ gives two different Fermi wave vectors. At fixed density, and for $\Delta<4E_F$, they are $k_F(1\pm\Delta/4E_F)$, with $k_F$ and $E_F$ the unsplit values. The singularity then divides in two, and for $\Delta\ll E_F$ the zero-temperature response at the unsplit $2k_F$ is about $\frac12\Pi_0\ln(8E_F/\Delta)$. For $\Delta=0.1E_F$ this is only $2.2\,\Pi_0$, so even a small splitting matters. It is neglected in the numbers below, where two spins and two valleys give $g=4$.

For $n=0.15$ nm⁻¹ ($1.5\times10^6$ cm⁻¹),

$$k_F=\frac{\pi(0.15)}4=0.1178\ \mathrm{nm^{-1}},\qquad E_F=6.61\ \mathrm{meV}.$$

Then $\hbar v_F=2E_F/k_F=0.112$ eV nm and $\Pi_0=4/(\pi\times0.112)\approx11$ (eV nm)⁻¹. The singularity lies at $2k_F=0.236$ nm⁻¹, and the Friedel period is 26.7 nm.

| $q/2k_F$ | $\Pi/\Pi_0$ | leading logarithm |
|---|---|---|
| 0.900 | 1.636 | 1.498 |
| 0.990 | 2.673 | 2.649 |
| 0.999 | 3.804 | 3.800 |
| 1.001 | 3.797 | 3.800 |
| 1.010 | 2.625 | 2.649 |
| 1.100 | 1.384 | 1.498 |

The values below $2k_F$ exceed those above because the correction $-\eta\Lambda/2+\eta/4$ changes sign with $\eta$. Growth is slow: each tenfold approach adds about $\frac12\ln10=1.15$.

At fixed density, numerical thermal integration gives $\Pi(2k_F)/\Pi_0=2.21$ at 4.2 K, 1.41 at 20 K, 0.75 at 77 K and 0.31 at 300 K. The logarithmic estimate at 4.2 K is also 2.21. The maximum moves to $q/2k_F=0.95$ at 20 K and 0.38 at 77 K. At 300 K it sits at the smallest wave vector examined, $0.01\times2k_F$, so no peak near $2k_F$ remains. There $k_BT=25.9$ meV is close to the subband gap, and the one-subband value itself is unreliable: roughly half the electrons occupy higher subbands and the other valleys, which raises the response at $2k_F$ to about 0.4 without restoring a peak. Even at 77 K the maximum is so shallow that the few per cent of electrons in higher subbands are enough to move it to small $q$, although they change the response at $2k_F$ little.

For scattering, set $\tau=\mu_e m/e$ and $\ell=v_F\tau$, where $\mu_e$ is the mobility. This identifies the transport time with the propagator lifetime, a rough step. At $T=0$ a mobility of 2000 cm²/Vs gives $\ell=15.5$ nm, $\hbar/\tau=7.2$ meV and a Lorentzian-averaged $\Pi(2k_F)/\Pi_0$ of 1.1. The broadening exceeds $E_F$, so even this number is an indication: building the response from propagators with a constant broadening $\hbar/2\tau$ gives 1.0 instead. A mobility of 20,000 cm²/Vs gives $\ell=155$ nm and a peak of 2.2, close to the logarithmic estimate of 2.1. A clean 2000 nm ring has $N=75$ and a peak of 3.14, so its length is a weaker limit than either mobility.

**Beside real wires.** The section is of the size considered for nanowire transistors. The higher mobility is optimistic for so narrow a wire, where rough surfaces and charged defects scatter strongly. Cleanness and low temperature both fail in a working device at room temperature. In this model, lowering the mobility from 20,000 to 2000 cm²/Vs roughly halves the response at $2k_F$ at $T=0$, and 300 K removes the peak there in the clean wire. Non-parabolicity matters less. With $\varepsilon(1+\alpha\varepsilon)=\hbar^2k^2/2m$ and a rough $\alpha=0.3$ eV⁻¹, the mass at energy $\varepsilon$ is $m(1+2\alpha\varepsilon)$. At $61.2+6.6$ meV it rises by about 4% (about 8% for $\alpha=0.65$ eV⁻¹, a value also used for these valleys). At fixed density $2k_F$ stays put and $\Pi_0$ rises by the same fraction.

**Interactions.** The Coulomb energy between electrons at transverse separation $R$ has the transform $V=(e^2/4\pi\epsilon_0\kappa)\,2K_0(qR)$, where $\kappa$ is the relative permittivity and $K_0$ the modified Bessel function. The lowest mode of the anisotropic valleys is not a product, but is approximated here by one. Averaging over a product of squared sine modes, without image charges, gives $V(2k_F)=0.168$ eV nm, the value used below. The true anisotropic mode raises it by about 5%, to 0.177 eV nm averaged over the valley pairs. The surroundings matter more: a dielectric of relative permittivity 3.9 around the wire gives about 0.25 eV nm, and one of permittivity 25 about 0.15 eV nm. At 4.2 K, $V\Pi=4.2$, which is not small. In the random-phase approximation the response to an external potential is $\Pi/(1+V\Pi)$, here $2.21/5.20=0.42$ of $\Pi_0$. As $\Pi$ diverges, this response tends to the finite value $1/V$. The theorem therefore describes the non-interacting bubble, which enters such a theory as an ingredient. The random-phase form keeps only the direct Coulomb term. It omits exchange and the repeated scattering of the excited electron and the hole it leaves. In one dimension these can raise the response at $2k_F$ well above the random-phase value. The value 0.42 is therefore not a prediction for the wire.

All numerical values are calculated from the stated model.
